\section*{Leading-order hyperfine splitting of positronium S states from exchange and annihilation}

\section{The decision}

A calculation of the positronium ground-state splitting can start from the Fermi contact formula of hydrogen, with the proton replaced by a positron and the reduced mass set to $m/2$. That gives $116.8$ GHz. One must then decide whether anything else enters at the same order in $\alpha$. The electron and positron can annihilate into a virtual photon and reappear, and if this term counts, its size, its spin dependence and its sign must be fixed: it adds $87.6$ GHz to the triplet if repulsive and would remove as much if attractive. These notes show that at leading order in $\alpha$ (one-photon kernel, $g=2$, first-order perturbation theory, no external field)
\begin{equation}
E(n^3S_1)-E(n^1S_0)=\Big(\frac13+\frac14\Big)\frac{m\alpha^4}{n^3},
\end{equation}
about $204.4$ GHz for $n=1$.

\section{Two diagrams and their signs}

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, the metric is $(+,-,-,-)$, and the Dirac representation is used, with $\gamma^0\gamma^i=\alpha^i$ having $\sigma^i$ in both off-diagonal blocks and $\gamma^0\gamma^i\gamma^5=\Sigma^i=\mathrm{diag}(\sigma^i,\sigma^i)$. The spinors are
\begin{equation}
u(\mathbf p,\xi)=\sqrt{E+m}\begin{pmatrix}\xi\\ \frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\xi\end{pmatrix},\quad
v(\mathbf p,\chi)=i\gamma^2u(\mathbf p,\chi)^*=\sqrt{E+m}\begin{pmatrix}\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\eta\\ \eta\end{pmatrix},
\end{equation}
with $\eta=-i\sigma^2\chi^*$; the second form of $v$ follows from $\sigma^2\boldsymbol\sigma^*\sigma^2=-\boldsymbol\sigma$. Since $\eta^\dagger=\chi^T i\sigma^2$, and a number equals its transpose,
\begin{equation}
\eta^\dagger\eta'=\chi^T\chi'^*=\chi'^\dagger\chi,\qquad
\eta^\dagger\boldsymbol\sigma\eta'=\chi^T\sigma^2\boldsymbol\sigma\sigma^2\chi'^*=-\chi^T\boldsymbol\sigma^*\chi'^*=-\chi'^\dagger\boldsymbol\sigma\chi .
\label{eta}
\end{equation}
The spinor $\chi$ is the physical positron spin. For modes at rest the spin operator $\int\psi^\dagger\tfrac12\boldsymbol\Sigma\psi$ contains $\tfrac12 d_rd_s^\dagger\,\eta_r^\dagger\boldsymbol\sigma\eta_s$. Reordering the operators gives one minus sign (the constant vanishes because $\mathrm{tr}\,\boldsymbol\sigma=0$), Eq.~(\ref{eta}) gives another, and the result is $+\tfrac12 d_s^\dagger d_r\,\chi_s^\dagger\boldsymbol\sigma\chi_r$.

Consider $e^-(p_1)e^+(p_2)\to e^-(p_3)e^+(p_4)$ in the centre-of-mass frame, $\mathbf p_2=-\mathbf p_1$, $\mathbf p_4=-\mathbf p_3$, all energies $E$, $\mathbf q=\mathbf p_3-\mathbf p_1$. The two-spinors are $\xi,\chi$ initially and $\xi',\chi'$ finally, and $|i\rangle=b_1^\dagger d_2^\dagger|0\rangle$, $\langle f|=\langle0|d_4b_3$. With $H_{\rm int}=-e\int j^\mu A_\mu$, $j^\mu=\bar\psi\gamma^\mu\psi$, and the propagator $-ig_{\mu\nu}/k^2$, the second-order term of the S-matrix gives
\begin{equation}
i\mathcal M=\tfrac12(ie)^2\sum\langle f|j^\mu j^\nu|i\rangle\frac{-ig_{\mu\nu}}{k^2},\qquad
\mathcal M=\frac{e^2}{2}\sum\frac{\langle f|j^\mu j_\mu|i\rangle}{k^2}.
\end{equation}
The field $\psi$ carries $bu+d^\dagger v$ and $\bar\psi$ carries $b^\dagger\bar u+d\bar v$. The operators $b_1,d_2,b_3^\dagger,d_4^\dagger$ can be shared between the two currents in two ways, and each way occurs twice (either vertex first), which cancels the $\tfrac12$. For exchange the product is $(b_3^\dagger b_1)(d_2d_4^\dagger)=-(b_3^\dagger b_1)(d_4^\dagger d_2)$. The bilinear $d_4^\dagger d_2$ commutes with $b_1^\dagger$, so
\begin{equation}
-\langle0|d_4\,(b_3b_3^\dagger)(b_1b_1^\dagger)\,d_4^\dagger\,(d_2d_2^\dagger)|0\rangle=-1 .
\end{equation}
For annihilation the product $(b_3^\dagger d_4^\dagger)(d_2b_1)$ is already nested: $\langle0|d_4b_3\,b_3^\dagger d_4^\dagger\,d_2b_1\,b_1^\dagger d_2^\dagger|0\rangle=+1$. Therefore
\begin{equation}
\mathcal M=-e^2\frac{(\bar u_3\gamma^\mu u_1)(\bar v_2\gamma_\mu v_4)}{t}+e^2\frac{(\bar u_3\gamma^\mu v_4)(\bar v_2\gamma_\mu u_1)}{s},
\label{M}
\end{equation}
with $t=-\mathbf q^2$ and $s=4E^2$. A potential $V(\mathbf q)$ contributes $-iV(2\pi)^4\delta^4$ to the S-matrix between states of unit density, while $\mathcal M$ refers to states of density $2E$, one factor $\sqrt{2E}$ for each of four legs. Hence $V=-\mathcal M/(2E)^2$.

The first limit is the Coulomb law. For slow particles $\bar u_3\gamma^0u_1\to2m\,\xi'^\dagger\xi$ and $\bar v_2\gamma^0v_4=v_2^\dagger v_4\to2m\,\eta^\dagger\eta'=2m\,\chi'^\dagger\chi$, so $\mathcal M_t=+4m^2e^2/\mathbf q^2$ and $V=-4\pi\alpha/\mathbf q^2$, the Fourier transform of $-\alpha/r$. The attraction confirms the overall sign and the Born rule, so that only the relative sign in Eq.~(\ref{M}) rests on the operator ordering.

\section{Magnetic exchange}

The positron current can be turned into an electron current exactly. The matrix $C=i\gamma^2$ is real and symmetric with $C^2=1$. It commutes with the imaginary $\gamma^2$ and anticommutes with the real $\gamma^{0},\gamma^1,\gamma^3$, so $C\gamma^\mu C=-\gamma^{\mu*}$ and $C\gamma^0\gamma^\mu C=(\gamma^0\gamma^\mu)^*$. Writing $v=Cu^*$, transposing, and using that $\gamma^0\gamma^\mu$ is Hermitian,
\begin{equation}
\bar v_2\gamma^\mu v_4=u_2^T(\gamma^0\gamma^\mu)^*u_4^*=u_4^\dagger\gamma^0\gamma^\mu u_2=\bar u(\mathbf p_4,\chi')\gamma^\mu u(\mathbf p_2,\chi).
\end{equation}
For equal energies, block multiplication of $u_3^\dagger\alpha^iu_1$ and $\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k$ give
\begin{align}
\bar u_3\gamma^iu_1&=\xi'^\dagger\big[\sigma^i\,\boldsymbol\sigma\cdot\mathbf p_1+\boldsymbol\sigma\cdot\mathbf p_3\,\sigma^i\big]\xi\nonumber\\
&=\xi'^\dagger\big[\mathbf p_1+i\mathbf p_1\times\boldsymbol\sigma+\mathbf p_3-i\mathbf p_3\times\boldsymbol\sigma\big]^i\xi
=\xi'^\dagger\big[\mathbf p_1+\mathbf p_3+i\boldsymbol\sigma\times\mathbf q\big]^i\xi .
\end{align}
The positron receives $-\mathbf q$, so its spin current is $-i\boldsymbol\sigma_2\times\mathbf q$. From Eq.~(\ref{M}), $V_t=-e^2\,[J_1^0J_2^0-\mathbf J_1\cdot\mathbf J_2]/(4E^2\mathbf q^2)$, and the part containing both spins is
\begin{equation}
V_{ss}=\frac{e^2}{4m^2}\frac{(i\boldsymbol\sigma_1\times\mathbf q)\cdot(-i\boldsymbol\sigma_2\times\mathbf q)}{\mathbf q^2}
=\frac{\pi\alpha}{m^2}\big[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\hat{\mathbf q})(\boldsymbol\sigma_2\cdot\hat{\mathbf q})\big].
\end{equation}
The time component is $J_1^0=\xi'^\dagger\{E+m+[\mathbf p_3\cdot\mathbf p_1+i\boldsymbol\sigma\cdot(\mathbf p_3\times\mathbf p_1)]/(E+m)\}\xi$. Because $|\mathbf p_3\times\mathbf p_1|=|\mathbf q\times\mathbf p_1|\le qp$, the product of the two spin terms in $J_1^0J_2^0$ contributes at order $\alpha p^2/m^4$ at most, smaller than $V_{ss}$ by $p^2/m^2$. Terms with one spin are spin-orbit terms, proportional to $\boldsymbol\sigma\cdot(\mathbf p_3\times\mathbf p_1)$. Writing $\hat q^i\hat q^j=\tfrac13\delta^{ij}+(\hat q^i\hat q^j-\tfrac13\delta^{ij})$ separates a constant from a tensor of zero angular average, and a constant in $\mathbf q$ is a delta function in $\mathbf r$:
\begin{equation}
V_{ss}=\frac{2\pi\alpha}{3m^2}\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3(\mathbf r)+\text{tensor}.
\label{ss}
\end{equation}

The limit to compare with is classical magnetostatics. Spread the positron moment into a spherical magnetization $M(r)\hat{\mathbf z}$, with current $\mathbf J=\nabla\times\mathbf M=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}$. The Biot--Savart law at the origin reads $\mathbf B=\frac1{4\pi}\int d^3r\,\mathbf J\times(-\hat{\mathbf r})/r^2$. Since $(\hat{\mathbf r}\times\hat{\mathbf z})\times\hat{\mathbf r}=\hat{\mathbf z}-\hat{\mathbf r}\cos\theta$ has $z$ component $\sin^2\theta$, of angular mean $\tfrac23$, one finds $B_z=-\tfrac23\int_0^\infty M'dr=\tfrac23M(0)$. With $\boldsymbol\mu_1=-e\boldsymbol\sigma_1/2m$ and $\boldsymbol\mu_2=+e\boldsymbol\sigma_2/2m$ the energy $-\boldsymbol\mu_1\cdot\mathbf B$ has coefficient $+\tfrac23e^2/4m^2=2\pi\alpha/3m^2$, as in Eq.~(\ref{ss}). The charges are opposite, so parallel moments, which lie lower, belong to antiparallel spins.

\section{Annihilation at rest with Pauli matrices}

At $\mathbf p=0$ the spinors are $u=\sqrt{2m}\,(\xi,0)$ and $v=\sqrt{2m}\,(0,\eta)$. Then $\bar v\gamma^0u=v^\dagger u=0$, $\bar v_2\gamma^iu_1=2m\,\eta^\dagger\sigma^i\xi$, $\bar u_3\gamma^iv_4=2m\,\xi'^\dagger\sigma^i\eta'$ and $s=4m^2$. The spatial metric supplies a minus sign:
\begin{equation}
\mathcal M_s=-e^2(\xi'^\dagger\boldsymbol\sigma\eta')\cdot(\eta^\dagger\boldsymbol\sigma\xi),\qquad
V_{\rm ann}=+\frac{\pi\alpha}{m^2}(\xi'^\dagger\boldsymbol\sigma\eta')\cdot(\eta^\dagger\boldsymbol\sigma\xi).
\end{equation}
The spinors are paired final with final and initial with initial. An operator on the two spins needs the pairing electron with electron and positron with positron, and the Fierz rearrangement provides it. Any $2\times2$ matrix satisfies $X=\tfrac12[\mathrm{tr}X+\boldsymbol\sigma\,\mathrm{tr}(\boldsymbol\sigma X)]$. Also $\sigma^i1\sigma^i=3$, and $\sigma^i\sigma^j\sigma^i=(1-2)\sigma^j$ because $\sigma^j$ commutes with one of the three matrices and anticommutes with two. Hence $\sigma^iX\sigma^i=\tfrac32\mathrm{tr}X-\tfrac12\boldsymbol\sigma\,\mathrm{tr}(\boldsymbol\sigma X)$. Take $X=\eta'\eta^\dagger$, for which $\mathrm{tr}(AX)=\eta^\dagger A\eta'$, sandwich between $\xi'^\dagger$ and $\xi$, and use Eq.~(\ref{eta}):
\begin{align}
(\xi'^\dagger\boldsymbol\sigma\eta')\cdot(\eta^\dagger\boldsymbol\sigma\xi)
&=\tfrac32(\xi'^\dagger\xi)(\eta^\dagger\eta')-\tfrac12(\xi'^\dagger\boldsymbol\sigma\xi)\cdot(\eta^\dagger\boldsymbol\sigma\eta')\nonumber\\
&=\tfrac32(\xi'^\dagger\xi)(\chi'^\dagger\chi)+\tfrac12(\xi'^\dagger\boldsymbol\sigma\xi)\cdot(\chi'^\dagger\boldsymbol\sigma\chi).
\label{pauli}
\end{align}
With $\mathbf S=\tfrac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)$ one has $\mathbf S^2=\tfrac14(3+3+2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)$, which is the operator in Eq.~(\ref{pauli}). Therefore
\begin{equation}
V_{\rm ann}=\frac{\pi\alpha}{2m^2}(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)\,\delta^3(\mathbf r)=\frac{\pi\alpha}{m^2}\mathbf S^2\,\delta^3(\mathbf r).
\label{ann}
\end{equation}
The test case is the singlet. A photon at rest coupled to a conserved current has angular momentum 1, so a pair with $L=0$, $S=0$ cannot turn into it, and Eq.~(\ref{ann}) vanishes at $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$. Identifying $\eta$ itself with the positron spin would give $\tfrac32-\tfrac12(-3)=3$ for the singlet and fail this test. The triplet has $2\pi\alpha/m^2$. The interaction is a contact term because the photon is off shell by $2m$ and lives over a distance $1/m$, smaller than the atom by a factor of order $\alpha$.

\section{The same rearrangement with Dirac matrices}

The sixteen matrices $\Gamma^A\in\{1,\gamma^\nu,\gamma^\nu\gamma^\rho\,(\nu<\rho),\gamma^\nu\gamma^5,\gamma^5\}$ span the $4\times4$ matrices. With $\Gamma_A=(\Gamma^A)^{-1}$ one has $\mathrm{tr}(\Gamma_A\Gamma^B)=4\delta_A^B$, so $X=\tfrac14\sum_A\Gamma^A\mathrm{tr}(\Gamma_AX)$. For each fixed $\mu$, $\gamma^\mu\gamma_\mu=1$, so in $\gamma^\mu\Gamma^A\gamma_\mu=\lambda_A\Gamma^A$ the number $\lambda_A$ counts the $\gamma^\mu$ that commute with $\Gamma^A$ minus those that anticommute: $4$ for $1$, $1-3=-2$ for $\gamma^\nu$, $2-2=0$ for $\gamma^\nu\gamma^\rho$, $3-1=2$ for $\gamma^\nu\gamma^5$, and $-4$ for $\gamma^5$. The inverse of $\gamma^\nu\gamma^5$ is $\gamma^5\gamma_\nu=-\gamma_\nu\gamma^5$, which turns the axial coefficient $+\tfrac24$ into $-\tfrac12$. With $X=v_4\bar v_2$ in $\gamma^\mu X\gamma_\mu=\tfrac14\sum_A\lambda_A\Gamma^A\mathrm{tr}(\Gamma_AX)$,
\begin{align}
(\bar u_3\gamma^\mu v_4)(\bar v_2\gamma_\mu u_1)={}&(\bar u_3u_1)(\bar v_2v_4)-\tfrac12(\bar u_3\gamma^\nu u_1)(\bar v_2\gamma_\nu v_4)\nonumber\\
&-\tfrac12(\bar u_3\gamma^\nu\gamma^5u_1)(\bar v_2\gamma_\nu\gamma^5v_4)-(\bar u_3\gamma^5u_1)(\bar v_2\gamma^5v_4).
\end{align}
This holds at any momentum. The spinors are commuting numbers; the fermion sign was already taken in Eq.~(\ref{M}) and must not be counted again.

The rest limit must return Eq.~(\ref{pauli}). Spin-diagonal factors are written as $1$. The scalar piece is $(2m)(-2m)=-4m^2$, since $\gamma^0=-1$ on the lower block. In the vector piece only $\nu=0$ survives, because $\alpha^i$ is off-diagonal, giving $-\tfrac12(2m)(2m)=-2m^2$. In the axial piece $\nu=0$ involves $\gamma^5$, off-diagonal and so zero, while $\nu=i$ involves $\Sigma^i$; with the metric sign it is $+\tfrac12(2m)^2(\xi'^\dagger\boldsymbol\sigma\xi)\cdot(\eta^\dagger\boldsymbol\sigma\eta')=-2m^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$. The pseudoscalar piece involves $\gamma^0\gamma^5$, off-diagonal and zero. The sum is $-6m^2-2m^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-4m^2\mathbf S^2$. Dividing by $s=4m^2$ gives $\mathcal M_s=-e^2\mathbf S^2$ and Eq.~(\ref{ann}) again.

\section{Finite momentum}

For $u(\mathbf p)$ and $v(-\mathbf p)$ the time component is $v^\dagger u=\eta^\dagger[-\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p]\xi=0$. For the space components, $\boldsymbol\sigma\cdot\mathbf p\,\sigma^i\,\boldsymbol\sigma\cdot\mathbf p=2p^i\boldsymbol\sigma\cdot\mathbf p-\mathbf p^2\sigma^i$ and $\mathbf p^2=(E+m)(E-m)$ give
\begin{equation}
\bar v\gamma^iu=\eta^\dagger\Big[(E+m)\sigma^i-\frac{\boldsymbol\sigma\cdot\mathbf p\,\sigma^i\,\boldsymbol\sigma\cdot\mathbf p}{E+m}\Big]\xi
=\eta^\dagger\Big[2E\sigma^i-\frac{2p^i\,\boldsymbol\sigma\cdot\mathbf p}{E+m}\Big]\xi .
\end{equation}
At $\mathbf p=0$ this is the rest value, and the corrections are of relative order $p^2/m^2$. The current is linear in $\eta^\dagger\boldsymbol\sigma\xi$, which annihilates the singlet: by Eq.~(\ref{pauli}) its squared norm on a spin state is $\langle\mathbf S^2\rangle$. The singlet therefore decouples from one photon at every momentum.

\section{The sign from time-ordered perturbation theory}

A model with energy denominators shows why the term is repulsive. Keep in a volume $\Omega$ only the fermion modes at rest and the three zero-momentum modes of a photon given a mass $\lambda$, which makes the normalization finite: $\psi=(2m\Omega)^{-1/2}\sum(bu+d^\dagger v)$, $A^i=(2\lambda\Omega)^{-1/2}(a_i+a_i^\dagger)$. At rest $u^\dagger\alpha^iu=v^\dagger\alpha^iv=0$, so
\begin{equation}
H_{\rm int}=\frac{e}{\sqrt{2\lambda\Omega}}\sum_i(K_i+K_i^\dagger)(a_i+a_i^\dagger),\qquad K_i=\sum_{rs}\eta_r^\dagger\sigma^i\xi_s\,d_rb_s .
\end{equation}
Two orderings act on a pair of energy $2m$ at second order. If the pair is destroyed first, the intermediate state is a photon of energy $\lambda$ and the operator is $K^\dagger K/(2m-\lambda)$. If a second pair and a photon are created first, the intermediate energy is $4m+\lambda$ and the operator is $-KK^\dagger/(2m+\lambda)$. Reordering,
\begin{equation}
d_rb_sb_{s'}^\dagger d_{r'}^\dagger=\delta_{ss'}d_rd_{r'}^\dagger-\delta_{rr'}b_{s'}^\dagger b_s+b_{s'}^\dagger d_{r'}^\dagger d_rb_s .
\end{equation}
The first two terms shift the vacuum and the single particles; the last is $K^\dagger K$ again. On a pair $\sum_iK_i^\dagger K_i=\mathbf S^2$ by Eq.~(\ref{pauli}). The interaction energy $E_{\rm pair}-E_{e^-}-E_{e^+}+E_{\rm vac}$ is then
\begin{equation}
\Delta=\frac{e^2\mathbf S^2}{2\lambda\Omega}\Big[\frac1{2m-\lambda}-\frac1{2m+\lambda}\Big]=\frac{e^2\,\mathbf S^2}{\Omega(4m^2-\lambda^2)} .
\end{equation}
For $\lambda\to0$ this is $\pi\alpha\mathbf S^2/(m^2\Omega)$, which is Eq.~(\ref{ann}) with density $1/\Omega$, sign included. The photon level lies below the pair and pushes the triplet up by more than the four-fermion state pushes it down. For $\lambda>2m$ the photon lies above and the shift is negative. The second-order formula fails when $|2m-\lambda|$ becomes comparable to the triplet-photon matrix element $e/\sqrt{\lambda\Omega}$. It also fails at fixed $e$ when $\lambda$ is so small that the coupling $e/\sqrt{2\lambda\Omega}$ is no longer small against $\lambda$, so the limit $\lambda\to0$ above refers to the term of order $e^2$ only.

The model can be diagonalized numerically, with the 16 fermion states and up to two photons in each mode, for $m=\Omega=1$ and $e=0.003$. At $\lambda=0.8$ the triplet shift is $5.35696\times10^{-6}$, against $2(0.003)^2/(4-0.64)=5.35714\times10^{-6}$. At $\lambda=3$ both give $-3.60000\times10^{-6}$. The singlet shifts, $-5.8\times10^{-11}$ and $-8.8\times10^{-13}$, are not zero: the singlet itself stays at exactly $2m$, because $K_i$ annihilates it and the vector operator $K_i^\dagger$ cannot connect it to the spinless four-fermion state, but the combination $E_{\rm vac}-E_{e^-}-E_{e^+}+2m$ cancels only at order $e^2$ and leaves a remainder of order $e^4$.

\section{The bound state}

In the atom $p\sim m\alpha$, so the kernel at leading order in $p/m$ is used between Coulomb states $\phi(\mathbf p)$. Off the energy shell the photon also carries energy $\sim m\alpha^2$, which changes $t$ by relative order $\alpha^2$ at these momenta. For a kernel depending only on $\mathbf q$, the convolution theorem gives $\langle V\rangle=\int\frac{d^3q}{(2\pi)^3}V(\mathbf q)\rho(\mathbf q)$, with $\rho$ the Fourier transform of $|\psi|^2$. In an S state $\rho$ is spherical, so the tensor term integrates to zero and a constant kernel multiplies $\int\frac{d^3q}{(2\pi)^3}\rho=|\psi(0)|^2$. The spin-orbit terms vanish because $\mathbf p_3\times\mathbf p_1$ averages to zero when both momenta are rotated together, and spin-independent terms shift singlet and triplet equally.

With reduced mass $\mu$ and $\psi=u(r)/(r\sqrt{4\pi})$, multiply $u''=2\mu(V-E)u$ by $2u'$ and integrate from $0$ to $\infty$. The left side is $-u'(0)^2$; the right side, by parts, is $-2\mu\langle V'\rangle$, since $Vu^2\to0$ at both ends. For $V=-\alpha/r$ this gives $|\psi(0)|^2=u'(0)^2/4\pi=\mu\alpha\langle r^{-2}\rangle/2\pi$. The Bohr levels $E=-\mu\alpha^2/2(n_r+l+1)^2$ hold for continuous $l$, because the termination of the radial series does not use integer $l$. The Hellmann--Feynman theorem applied to $l(l+1)/2\mu r^2$ gives $(2l+1)\langle r^{-2}\rangle/2\mu=\mu\alpha^2/n^3$. At $l=0$, $\langle r^{-2}\rangle=2\mu^2\alpha^2/n^3$, so
\begin{equation}
|\psi_n(0)|^2=\frac{\mu^3\alpha^3}{\pi n^3}=\frac{m^3\alpha^3}{8\pi n^3}\qquad(\mu=m/2).
\end{equation}
For $n=1$ this equals $1/\pi a^3$ with $a=1/\mu\alpha=2/m\alpha$, the normalization of $e^{-r/a}$.

From $\mathbf S^2=2,0$ follows $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=+1,-3$. In units of $m\alpha^4/n^3$ the coefficient of $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ in exchange is $\frac{2\pi}{3}\cdot\frac1{8\pi}=\frac1{12}$, so the spin-spin term of exchange, apart from shifts common to both levels, moves the triplet by $+\frac1{12}$ and the singlet by $-\frac14$, a difference of $\frac13$. Annihilation moves the triplet by $2\pi\cdot\frac1{8\pi}=\frac14$. The sum is $\frac7{12}$.

For two different point fermions of opposite charge the vector current cannot destroy the pair, so only exchange remains, with $m^2\to m_1m_2$. The splitting is $\frac{8\pi\alpha}{3m_1m_2}\cdot\frac{\mu^3\alpha^3}{\pi}=\frac83\alpha^4\mu^3/m_1m_2$. For $m_2\gg m_1$ this is the Fermi result $\frac83\alpha^4m_1^2/m_2$ with $g=2$, and for equal masses it is $\frac83\cdot\frac18=\frac13$. The extra $\frac14$ is not reached by varying the mass ratio; it requires particle and antiparticle of the same field.

\section{Numbers for positronium}

The CODATA constants give $\alpha=7.2973525643\times10^{-3}$, $\alpha^4=2.8357068\times10^{-9}$ and $mc^2/h=1.2355900\times10^{20}$ Hz. Then
\begin{align}
m\alpha^4&=1.2355900\times10^{20}\times2.8357068\times10^{-9}\ \text{Hz}=350.377\ \text{GHz},\nonumber\\
\Delta E_{1S}&=\frac{350.377}{3}+\frac{350.377}{4}=116.792+87.594\approx204.39\ \text{GHz},
\end{align}
which is $845.3\ \mu$eV. Exchange alone puts the singlet at $-87.594$ GHz and the triplet at $+29.198$ GHz. The singlet shift equals the annihilation term in magnitude because both are $\frac14m\alpha^4$. Annihilation supplies $\frac14/\frac7{12}=\frac37=0.4286$ of the total, and the 2S splitting is one eighth of the 1S value, $25.55$ GHz. In SI terms $a=2a_0=1.058354\times10^{-10}$ m and $|\psi(0)|^2=1/\pi a^3=2.685077\times10^{29}$ m$^{-3}$; a moment of one Bohr magneton spread over the 1S density gives $B=\frac23\mu_0\mu_B|\psi(0)|^2=2.0861$ T at the origin, and $4\mu_BB/h$ is the exchange part.

\section{Where the leading order ends}

The splitting is $\frac7{12}m\alpha^4/\frac14m\alpha^2=\frac73\alpha^2=1.24\times10^{-4}$ of the binding energy $6.80$ eV. Second-order terms with intermediate states of atomic momenta, among them the tensor mixing of S and D states, are therefore of order $(m\alpha^4)^2/m\alpha^2=m\alpha^6$. This counting does not cover high intermediate momenta $k$: the contact and tensor kernels do not fall off with $k$, so the second-order sum behaves as $(\alpha/m^2)^2|\psi(0)|^2\int d^3k\,m/k^2$, which grows linearly and reaches order $m\alpha^5$ at $k\sim m$, where it is part of the loop diagrams named below. The next term, smaller by $m\alpha/k$, gives $\int dk/k$ over $m\alpha\ll k\ll m$ and hence a contribution of order $m\alpha^6\ln(1/\alpha)$.

The neglected terms nevertheless begin at relative order $\alpha$, not $\alpha^2$. The 1S function is $\phi\propto(p^2+\gamma^2)^{-2}$ with $\gamma=m\alpha/2$, and a contact term is weighted by $\int d^3p\,\phi\propto\pi^2/\gamma$. A correction $p^2/m^2$ to the kernel produces $\int d^3p\,(p^2/m^2)\,p^{-4}$, which grows linearly until the expansion fails at $p\sim m$, where it has reached about $4\pi/m$. The ratio $4\gamma/\pi m$ is of order $\alpha$. Momenta $p\sim m$ belong to the loop diagrams: the anomalous moment, vacuum polarization of the annihilation photon, vertex corrections, two-photon exchange and two-photon annihilation, the last of which is open to the singlet. None is computed here. Their scale is $\alpha\times204.39=1.49$ GHz times a coefficient that this calculation does not determine, so $204.4$ GHz is the value of the leading term and its last two digits are not a prediction for the atom.
